# Hueckel Benzene as Three Coupled Ethylenes: Perturbation Orders and Convergence

## The problem

In the Hueckel model of benzene, six \(\pi\) electrons move on a ring of six carbon sites, with one orthonormal orbital per site. The site energy \(\alpha\) is taken as the zero of energy, and neighbouring sites are joined by the matrix element \(\beta<0\).

Group the sites into three ethylenes, labelled \(A=1,2,3\), each with a left site \(l_A\) and a right site \(r_A\). The link inside each ethylene keeps its full strength \(\beta\). The link from \(r_A\) to \(l_{A+1}\) has strength \(\lambda\beta\), where \(A+1\) is counted cyclically, so that ethylene 3 is followed by ethylene 1. At \(\lambda=0\) the ethylenes are separate; at \(\lambda=1\) all six links are equal and the ring is benzene.

Write the total energy of the six electrons as

\[
E(\lambda)=\beta\,(E_0+E_1\lambda+E_2\lambda^2+E_3\lambda^3+\cdots).
\]

1. Find \(E_0\) to \(E_3\) by Rayleigh-Schroedinger perturbation theory.
2. Find \(E(\lambda)\) in closed form and use it to check the orders.
3. Find the radius of convergence. Does the series converge for benzene?
4. For the round model parameter \(\beta=-2.5\) eV, compare the third-order energy of benzene with the exact energy of the model.

## Hints

**Hint 1.** Each one-electron level of the separate ethylenes is threefold degenerate. Ask whether the six-electron ground state is degenerate too.

**Hint 2.** Use the bonding and antibonding orbitals of each ethylene. The coupling is a one-electron operator, so it links the reference determinant to single excitations only.

**Hint 3.** In third order, follow the path of the electron or of the hole from one ethylene to the next.

**Hint 4.** For the closed form, use the threefold rotational symmetry of the ring.

**Hint 5.** A power series in \(\lambda\) is limited by singularities anywhere in the complex plane, including places that no real coupling reaches.

## Full solution

### The reference state and the order formulas

Divide the Hamiltonian by \(\beta\) and call the result \(h_0+\lambda v\). All energies are then numbers in units of \(\beta\). Because \(\beta\) is negative, the ground state has the largest eigenvalue, and a positive contribution lowers the energy.

The orbitals of ethylene \(A\) are

\[
b_A=\frac{l_A+r_A}{\sqrt2},\qquad a_A=\frac{l_A-r_A}{\sqrt2},
\]

with energies \(+1\) (bonding) and \(-1\) (antibonding). Six electrons fill the three bonding orbitals in one way only. This determinant \(\Phi_0\) is nondegenerate, although the orbital levels are not, so the nondegenerate theory applies to it. Its energy is

\[
E_0=6\cdot 1=6 .
\]

Insert \(\Psi=\Phi_0+\lambda\Psi_1+\lambda^2\Psi_2+\cdots\), with every correction orthogonal to \(\Phi_0\), into the eigenvalue equation. Equal powers of \(\lambda\) give

\[
(E_0-h_0)\Psi_1=(v-E_1)\Phi_0,
\]
\[
(E_0-h_0)\Psi_2=(v-E_1)\Psi_1-E_2\Phi_0 .
\]

Projecting the equation of order \(n\) on \(\Phi_0\) removes its left side and leaves \(E_n=\langle\Phi_0|v|\Psi_{n-1}\rangle\), with \(\Psi_0=\Phi_0\).

The first order is the sum of \(\langle b_A|v|b_A\rangle\) over the electrons. The coupling joins different ethylenes, so each of these elements is zero and

\[
E_1=0 .
\]

With \(E_1=0\), projection on the excited determinants \(\Phi_m\), of energy \(E^{(m)}\), gives \(\Psi_1\) and then \(\Psi_2\). Writing \(v_{mn}=\langle\Phi_m|v|\Phi_n\rangle\) and \(D_m=E_0-E^{(m)}\), we obtain

\[
E_2=\sum_{m\ne0}\frac{|v_{m0}|^2}{D_m},\qquad
E_3=\sum_{m,n\ne0}\frac{v_{0m}v_{mn}v_{n0}}{D_mD_n}.
\]

In both sums \(\Phi_m\) and \(\Phi_n\) must couple directly to \(\Phi_0\), so they are single excitations. Moving one electron from a bonding orbital to an antibonding one changes the energy from 6 to 4, and every denominator is \(D=2\).

### The coupling between neighbours

The coupling is

\[
v=\sum_A\bigl(|r_A\rangle\langle l_{A+1}|+|l_{A+1}\rangle\langle r_A|\bigr).
\]

Between \(A\) and \(A+1\) we need the amplitude of the first orbital on \(r_A\) times that of the second on \(l_{A+1}\). The amplitude on a right site is \(1/\sqrt2\) for \(b\) and \(-1/\sqrt2\) for \(a\); on a left site it is \(1/\sqrt2\) for both. Hence

\[
\langle b_A|v|b_{A+1}\rangle=\tfrac12,\qquad
\langle a_A|v|a_{A+1}\rangle=-\tfrac12,
\]
\[
\langle b_A|v|a_{A+1}\rangle=\tfrac12,\qquad
\langle a_A|v|b_{A+1}\rangle=-\tfrac12 .
\]

The matrix is real and symmetric, so reversing an element does not change it.

### Second order

Each of the three bonding orbitals couples to the antibonding orbitals of the two other ethylenes. That makes six orbital pairs, each with squared element \(1/4\), for each of two spins:

\[
E_2=2\cdot6\cdot\frac{1/4}{2}=\frac32 .
\]

The contribution is positive in units of \(\beta\), so it is a stabilization: the energy falls as electrons spread from one ethylene into the empty orbitals of another.

### Third order

Let \(i,j\) denote bonding and \(a,b\) antibonding orbitals, and let \(\Phi_i^a\) be the determinant in which \(a\) replaces \(i\). Two different single excitations couple only if they differ in one spin orbital. This requires equal spins and leaves two cases.

If the hole is the same, the excited electron moves:
\[
\langle\Phi_i^a|v|\Phi_i^b\rangle=v_{ab}.
\]

If the excited electron is the same, the hole moves:
\[
\langle\Phi_i^a|v|\Phi_j^a\rangle=-v_{ji}.
\]

To trace the minus sign, list the orbitals in the places originally held by \(i\) and \(j\). The right-hand determinant has \((i,a)\) and the left-hand one has \((a,j)\). The coupling turns \(i\) into \(j\), giving \((j,a)\), which is \((a,j)\) with two columns exchanged.

The diagonal elements \(v_{mm}\) vanish because \(v\) has no element within one ethylene. With two spins and \(D^2=4\),

\[
E_3=\frac24\left[\sum_{iab}v_{ia}v_{ab}v_{bi}-\sum_{ija}v_{ia}v_{ji}v_{aj}\right].
\]

In the first sum, take \(i=b_A\). The orbitals \(a\) and \(b\) must lie on the two other ethylenes, one on each. For the path through \(A+1\) and then \(A+2\), the product is

\[
\langle b_A|v|a_{A+1}\rangle\langle a_{A+1}|v|a_{A+2}\rangle\langle a_{A+2}|v|b_A\rangle
=\tfrac12\left(-\tfrac12\right)\left(-\tfrac12\right)=\tfrac18 .
\]

The last factor is \(-\tfrac12\) because \(A\) follows \(A+2\) on the ring. The reverse path gives the same product. Three starting points and two directions make the sum \(6/8=3/4\), so the particle part is \(\tfrac24\cdot\tfrac34=\tfrac38\).

In the second sum, fix the antibonding orbital \(a_A\). The two bonding orbitals lie on \(A+1\) and \(A+2\), and the product is

\[
\langle a_A|v|b_{A+1}\rangle\langle b_{A+1}|v|b_{A+2}\rangle\langle b_{A+2}|v|a_A\rangle
=\left(-\tfrac12\right)\tfrac12\cdot\tfrac12=-\tfrac18 .
\]

Six such terms sum to \(-3/4\). The minus sign in front makes the hole part \(+\tfrac38\). Therefore

\[
E_3=\frac38+\frac38=\frac34 .
\]

Every contributing path visits all three ethylenes and closes on itself. The third order thus depends on the ring being closed.

### The closed form

For \(k=0,\pm2\pi/3\), define the symmetry-adapted combinations

\[
l_k=\frac1{\sqrt3}\sum_A e^{ikA}l_A,\qquad
r_k=\frac1{\sqrt3}\sum_A e^{ikA}r_A .
\]

For one electron, the full matrix sends \(l_A\) to \(r_A+\lambda r_{A-1}\) and \(r_A\) to \(l_A+\lambda l_{A+1}\). Shifting the summation index gives

\[
l_k\to(1+\lambda e^{ik})\,r_k,\qquad r_k\to(1+\lambda e^{-ik})\,l_k .
\]

Applying the matrix twice returns the same orbital, multiplied by the square of the level energy:

\[
\varepsilon_k^2=(1+\lambda e^{ik})(1+\lambda e^{-ik})=1+2\lambda\cos k+\lambda^2 .
\]

This equals \((1+\lambda)^2\) for \(k=0\), and \(1-\lambda+\lambda^2\) for \(k=\pm2\pi/3\), where \(\cos k=-\tfrac12\). Each \(k\) has one level of either sign. Two electrons in each positive level give, for real \(\lambda\ge-1\),

\[
\frac{E(\lambda)}{\beta}=2(1+\lambda)+4\sqrt{1-\lambda+\lambda^2}.
\]

To expand the root, set \(x=-\lambda+\lambda^2\) in \(\sqrt{1+x}=1+\tfrac x2-\tfrac{x^2}8+\tfrac{x^3}{16}-\cdots\). Through third order, \(x^2=\lambda^2-2\lambda^3\) and \(x^3=-\lambda^3\), so

\[
\sqrt{1-\lambda+\lambda^2}=1-\frac\lambda2+\left(\frac12-\frac18\right)\lambda^2+\left(\frac14-\frac1{16}\right)\lambda^3+\cdots
\]

The brackets are \(3/8\) and \(3/16\). Four times the root plus \(2+2\lambda\) gives

\[
\frac{E(\lambda)}{\beta}=6+0\,\lambda+\frac32\lambda^2+\frac34\lambda^3+\cdots,
\]

in agreement with the perturbation sums.

Higher orders follow from a recursion. Let \(q=1-\lambda+\lambda^2\) and \(f=\sqrt q=\sum_n c_n\lambda^n\). Differentiating \(f^2=q\) and multiplying by \(f\) gives \(2qf'=q'f\). The coefficient of \(\lambda^n\) is

\[
2\bigl[(n+1)c_{n+1}-nc_n+(n-1)c_{n-1}\bigr]=2c_{n-1}-c_n,
\]

and hence

\[
(n+1)c_{n+1}=\left(n-\tfrac12\right)c_n-(n-2)c_{n-1}.
\]

For \(n\ge2\), \(E_n=4c_n\). The next orders are \(E_4=0.09375\), \(E_5\approx-0.2344\) and \(E_6\approx-0.2227\). The numerical check obtains the orders independently, by perturbation theory among all 400 determinants with three electrons of each spin, and they agree with this recursion through order 60.

### The radius of convergence

The term \(2(1+\lambda)\) is a polynomial, so the root decides. With \(z=e^{i\pi/3}\), we have \(z+z^*=1\) and \(zz^*=1\), so that

\[
1-\lambda+\lambda^2=\left(1-\frac{\lambda}{z}\right)\left(1-\frac{\lambda}{z^*}\right).
\]

Since \(|z|=1\), the square root of each factor has a convergent power series for \(|\lambda|<1\). So has their product, and the radius is at least one.

It cannot be larger. If it were, \(f\) would be analytic at \(\lambda=z\), and \(f^2=q\) would still hold there. Its derivative is \(2ff'=q'\). At \(z\) we have \(q=0\), hence \(f=0\), and the left side vanishes. The right side is \(2z-1=i\sqrt3\ne0\). This contradiction shows that the radius of convergence is exactly one.

The singularity has a physical origin in the levels. At \(\lambda=z\) and \(k=2\pi/3\), the element \(1+\lambda e^{ik}=1+e^{i\pi}\) vanishes, while \(1+\lambda e^{-ik}=1+e^{-i\pi/3}\) does not. The occupied and the empty level of this block meet at zero and share a single eigenvector. No such meeting occurs for real \(\lambda\) in these blocks, where \(1-\lambda+\lambda^2\ge\tfrac34\), yet it limits the series.

### Benzene on the circle of convergence

At \(\lambda=1\) the radius alone does not settle convergence. Write

\[
\sqrt{1-w}=1-\sum_{n\ge1}d_nw^n,\qquad d_1=\tfrac12,\quad d_{n+1}=\frac{n-\frac12}{n+1}\,d_n .
\]

All \(d_n\) are positive. For \(0<w<1\), any partial sum of \(d_nw^n\) is at most \(1-\sqrt{1-w}<1\). Letting \(w\to1\) shows that every partial sum of the \(d_n\) is at most 1. The series of each factor therefore converges absolutely for \(|\lambda|\le1\), and so does their product. The convergence is uniform, so the sum is continuous up to the circle, and at \(\lambda=1\) it equals the closed form:

\[
\frac{E(1)}\beta=2\cdot2+4\cdot1=8 .
\]

The series thus converges for benzene, but slowly:

- through order 3: 8.25
- through order 4: 8.34
- through order 6: 7.89
- through order 10: 8.09
- through order 20: 7.990
- through order 60: 7.996

Adding the fourth order makes the result worse than the third-order one.

Away from the circle the behaviour is plain. At \(\lambda=0.5\), the third-order sum is 6.469 and the exact model value is 6.464. At \(\lambda=1.2\), the exact value is 8.854, while the sums through orders 3, 20, 40 and 60 are 9.456, 8.635, 26.14 and \(-302.1\). The sum at order 20 lies near the exact value only by accident, because the partial sums oscillate. The recursion gives \(E_{21}\approx0.0308\), so the next term alone, \(E_{21}(1.2)^{21}\approx1.42\), carries the sum to about 10.05.

### Energies in eV

With \(\beta=-2.5\) eV, the zeroth, second and third orders at \(\lambda=1\) are

\[
6\beta=-15.0\ \text{eV},\quad \tfrac32\beta=-3.75\ \text{eV},\quad \tfrac34\beta=-1.875\ \text{eV}.
\]

Their sum is \(-20.625\) eV. The exact model energy is \(8\beta=-20.0\) eV, so the third-order energy is too low by 0.625 eV. A truncated perturbation energy is not an expectation value of the Hamiltonian in general, and the variational bound does not protect it.

The delocalization energy, measured from three separate ethylenes, is

\[
8\beta-6\beta=2\beta=-5.0\ \text{eV}=-0.184\ \text{hartree}.
\]

Third-order theory gives \(2.25\beta\) for it, an overestimate of 12.5 percent relative to the model value.

The figure of 5 eV follows from the chosen \(\beta\) and is not the stabilization of real benzene. A rough real counterpart is the reaction \(\mathrm{C_6H_6}+6\,\mathrm{CH_4}\to3\,\mathrm{C_2H_4}+3\,\mathrm{C_2H_6}\), which also measures benzene against three ethylenes but includes \(\sigma\) bonds and changes of geometry. Hartree-Fock at fixed typical geometries gives it about 3 eV: 3.2 eV in the STO-3G basis and 2.8 eV in 6-31G, a shift of 0.4 eV with the basis.

"Exact" here refers to the Hueckel model, which leaves out explicit electron repulsion, orbital overlap, the \(\sigma\) electrons and changes of geometry. Without repulsion the exact ground state is a single determinant of delocalized orbitals. The series describes delocalization, not electron correlation.

## Variation 1: the open chain

*Remove the link between ethylenes 3 and 1. What happens to the second and third orders?*

Two links remain. Each supplies two bonding-antibonding pairs, so there are four pairs instead of six:

\[
E_2=2\cdot4\cdot\frac{1/4}{2}=1 .
\]

No path can visit three ethylenes and return in three steps, so \(E_3=0\).

All other odd orders vanish as well. Reverse the sign of both site orbitals on the middle ethylene. Its internal link is unchanged, but both coupling links change sign, which replaces \(\lambda\) by \(-\lambda\). A change of orbital signs cannot alter the energy, so \(E(\lambda)=E(-\lambda)\). In the closed ring this fails: reversing one ethylene changes the signs of two links, so the number of changed links is always even, whereas \(\lambda\to-\lambda\) requires three changes.

## Variation 2: the level crossing at negative coupling

*At \(\lambda=-1\) an occupied and an empty level of the ring also meet. Is this point a singularity of the series?*

The levels with \(k=0\) are \(\pm(1+\lambda)\), and they meet at \(\lambda=-1\). Here both off-diagonal elements of the block vanish together. The block is the zero matrix and keeps two independent eigenvectors, so the levels simply cross. The occupied level contributes \(2(1+\lambda)\), which is smooth through the crossing.

The point is therefore not a singularity, and by the argument for the closed disc the series converges there to \(4\sqrt3\).

What fails beyond the crossing is the identification of the state. For \(\lambda<-1\), the continued formula keeps two electrons in the level \(1+\lambda\), which has become negative in units of \(\beta\) and hence antibonding. The true ground state fills the other level and contributes \(2|1+\lambda|\). The continued energy then belongs to an excited state, which lies above the ground state by \(4|1+\lambda|\,|\beta|\).

## Computed results

```
beta, chosen model parameter: -2.50 eV
E_0: 6.000000 beta
E_1: 0.000000 beta
E_2: 1.500000 beta
E_3: 0.750000 beta
E_4: 0.093750 beta
E_5: -0.234375 beta
E_6: -0.222656 beta
second order from orbital sum: 1.500000 beta
third order, particle part: 0.375000 beta
third order, hole part: 0.375000 beta
open chain E_2: 1.000000 beta
open chain |E_3|: 0.000000 beta
order 0 energy at lambda=1: -15.0000 eV
order 2 energy at lambda=1: -3.7500 eV
order 3 energy at lambda=1: -1.8750 eV
lambda=1, sum through order 2: 7.500000 beta
lambda=1, sum through order 3: 8.250000 beta
lambda=1, sum through order 4: 8.343750 beta
lambda=1, sum through order 6: 7.886719 beta
lambda=1, sum through order 10: 8.091202 beta
lambda=1, sum through order 20: 7.989752 beta
lambda=1, sum through order 60: 7.995566 beta
lambda=1, sum through order 3: -20.6250 eV
lambda=1, diagonalization: 8.000000 beta
lambda=1, diagonalization: -20.0000 eV
error of third-order sum: -0.6250 eV
delocalization energy: -5.0000 eV
delocalization energy: -0.18375 hartree
lambda=0.5, sum through order 3: 6.468750 beta
lambda=0.5, diagonalization: 6.464102 beta
lambda=1.2, sum through order 3: 9.4560 beta
lambda=1.2, sum through order 20: 8.6353 beta
lambda=1.2, sum through order 40: 26.1376 beta
lambda=1.2, sum through order 60: -302.0532 beta
lambda=1.2, diagonalization: 8.854211 beta
branch point real part: 0.500000 (no unit)
branch point imaginary part: 0.866025 (no unit)
branch point modulus: 1.000000 (no unit)
ranks of h and h^2 at branch point: [4, 2] (no unit)
ranks of h and h^2 at lambda=-1: [4, 4] (no unit)
radius estimated from orders 57-60: 1.00023 (no unit)
E_60 from recursion: -0.006245 beta
E_60 from large-order law: -0.006173 beta
```
